Stretched-Exponential Current Recovery from Distributed Trap Lifetimes and Its Mean Time

## First derivation: inverting the recovery curve

After a trapping pulse, a model transistor carries 0.50 A and recovers towards 0.80 A. Half of the missing current is back after 4.0 s, yet the mean relaxation time of the same recovery is 33 s. A single exponential with a half-recovery time of 4.0 s would have a mean time of 4.0 s/ln 2 = 5.8 s. The model recovery follows a stretched exponential with exponent 0.4 and scale time 10 s, and the gap between 4 s and 33 s comes from the spread of trap lifetimes behind it.

In a wide-gap transistor, a period at high voltage can fill traps at the surface or in the buffer. Their charge depletes the channel and lowers the current, which is called current collapse. When the stress ends, the traps empty and the current returns. Let nⱼ(t) be the filled density of trap group j. Assume that each group empties by first-order emission, independently of the others and without recapture, at fixed temperature and bias:

dnⱼ/dt = −kⱼnⱼ, so nⱼ(t) = nⱼ(0) exp(−kⱼt).

The lifetime is τⱼ = 1/kⱼ. Assume also that the current deficit is linear in the trapped charge, with coefficients aⱼ > 0. This holds when the trapped charge is a small enough perturbation of the channel. In the example the deficit is more than a third of the final current, so linearity is there an assumption of the model and does not follow from smallness. Then

I(t) = I∞ − Σⱼ aⱼnⱼ(t) = I∞ − ΔI φ(t),

ΔI = Σⱼ aⱼnⱼ(0), φ(t) = Σⱼ wⱼ exp(−kⱼt), wⱼ = aⱼnⱼ(0)/ΔI.

The weights are positive and add to one. They count current, not traps: a trap near the channel may weigh more than a distant one. For a continuous spread of rates, with density p(k),

φ(t) = ∫₀^∞ p(k) exp(−kt) dk, p(k) ≥ 0, ∫₀^∞ p(k) dk = 1.

The question is whether some p of this kind gives

φ(t) = exp[−(t/τ₀)^β].

The allowed range of β follows from curvature. Each exponential has a positive second derivative, so a positive mixture is convex. For the stretched form, with t in units of τ₀, differentiating twice gives

φ″ = βt^(β−2) [βt^β − (β−1)] φ.

If β > 1, the bracket is negative for t^β < (β−1)/β, so no positive mixture exists. If β = 1, a single rate suffices. The case to be treated is 0 < β < 1.

Until the units are restored, times are measured in τ₀ and rates in 1/τ₀. Seconds and amperes are used for the device, since atomic units would be unnatural here.

For complex z let z^β be the branch that is positive on the positive real axis, with the cut along the negative real axis. Define, for k > 0,

p(k) = (1/2πi) ∫ exp(kz − z^β) dz,

where the path is the upward vertical line Re z = c with c > 0. On this line the argument of z lies between −π/2 and π/2, so

Re z^β ≥ |z|^β cos(πβ/2), with cos(πβ/2) > 0.

The integral therefore converges absolutely. Its value does not depend on c, because the integrand is analytic between two such lines and vanishes at their far ends.

To find the Laplace transform of p at s > 0, choose c < s. The factor exp[−k(s−c)] makes the double integral over k and z absolutely convergent, so the order may be exchanged:

∫₀^∞ exp(−ks) p(k) dk = (1/2πi) ∫ exp(−z^β)/(s−z) dz.

Close the path by a large arc on the right. There the exponential is at most exp[−R^β cos(πβ/2)], where R is the radius, so the arc contributes nothing as R grows. The closed path runs clockwise and encloses the pole z = s. Since 1/(s−z) = −1/(z−s), the residue is −exp(−s^β). The clockwise direction supplies another minus sign, and

∫₀^∞ exp(−ks) p(k) dk = exp(−s^β).

This is the required recovery law with s = t. What remains is the sign of p, for a density with negative parts could not describe traps with positive weights.

The sign becomes visible on a path where the exponent is real. Write z = r exp(iθ). The imaginary part of kz − z^β is kr sin θ − r^β sin βθ, and it vanishes when

r^(1−β) = sin βθ/(k sin θ), −π < θ < π.

At θ = 0 the right side has the limit β/k. Along this path kr = r^β sin βθ/sin θ, so the real part of the exponent is

kr cos θ − r^β cos βθ = r^β (sin βθ cos θ − cos βθ sin θ)/sin θ = −Φ(θ),

Φ(θ) = r^β sin((1−β)θ)/sin θ > 0.

The vertical line may be moved to this path. First, r increases with |θ|. For θ > 0,

d(ln r)/dθ = (β cot βθ − cot θ)/(1−β),

and this is positive because x cot x decreases on (0, π): its derivative is (½ sin 2x − x)/sin²x < 0. Each large circle thus meets the upper half of the path once. Second, the arcs between line and path vanish. On an arc of radius R the integrand has magnitude exp(kR cos θ − R^β cos βθ). Choose an angle θ₁ above π/2, but below both π and π/(2β). For θ ≤ θ₁ the first term is at most kc on the arc, and the second is at most −R^β cos βθ₁, which is negative. For θ > θ₁ the first term is below −kR|cos θ₁|, which outweighs R^β because β < 1. In both parts the exponential defeats the arc length. The lower half follows by complex conjugation.

On the new path the real part of z is even in θ and its imaginary part Y = r sin θ is odd, while Φ is even. Hence the derivative of the real part integrates to zero, and the derivative of Y gives twice its integral over positive angles:

p(k) = (1/π) ∫₀^π exp[−Φ(θ)] (dY/dθ) dθ.

Since ln Y = ln r + ln sin θ,

d(ln Y)/dθ = (β cot βθ − cot θ)/(1−β) + cot θ
= [β/(1−β)] (cot βθ − cot θ)
= [β/(1−β)] sin((1−β)θ)/(sin βθ sin θ).

Every factor is positive for 0 < θ < π, so dY/dθ > 0 and p(k) > 0.

An explicit form follows by inserting r. Let

a = 1/(1−β), b = β/(1−β), so a − 1 = b,

A(θ) = sin((1−β)θ) (sin βθ)^b/(sin θ)^a.

Then r = [sin βθ/(k sin θ)]^a gives dY/dθ = b k^(−a) A(θ), and the power r^β gives Φ = k^(−b) A(θ). Therefore

p(k) = (b/π) k^(−a) ∫₀^π A(θ) exp[−A(θ)k^(−b)] dθ.

Letting s → 0 in the transform shows that p is normalized, because its integrand then increases to p(k). In ordinary units the rate density is τ₀p(kτ₀). The lifetime density follows from |dk/dτ| = 1/τ²:

g(τ) = (τ₀/τ²) p(τ₀/τ).

This is the suitable distribution. It is a particular shape, and a broad distribution of another shape gives another recovery law.

For β = 1/2 the integral is elementary. Here a = 2, b = 1 and A = sin²(θ/2)/sin²θ = 1/[4 cos²(θ/2)]. With u = tan(θ/2) one has A = (1+u²)/4 and A dθ = du/2, so

p(k) = (1/πk²) ∫₀^∞ ½ exp[−(1+u²)/(4k)] du
= k^(−3/2) exp[−1/(4k)]/(2√π).

In units of τ₀ the lifetime density is g(τ) = τ^(−1/2) exp(−τ/4)/(2√π). It has many short lifetimes and an exponentially limited supply of long ones.

The mean relaxation time is defined by the area under the normalized deficit:

τ_mean = ∫₀^∞ φ(t) dt.

Integrating each exponential over time gives 1/k, so this area is also the current-weighted mean lifetime ⟨τ⟩. To evaluate it, put u = (t/τ₀)^β. Then t = τ₀u^(1/β), dt = (τ₀/β)u^(1/β−1) du, and

τ_mean = (τ₀/β) ∫₀^∞ u^(1/β−1) exp(−u) du
= (τ₀/β) Γ(1/β) = τ₀ Γ(1+1/β).

For β = 1 it reduces to τ₀. For β = 1/2 it is 2τ₀. As β → 0 at fixed τ₀ it grows without limit.

The same substitution gives other moments. For s > 0, integrating t^(s−1)φ(t) over the trap exponentials gives Γ(s)⟨τ^s⟩, and integrating it over the stretched form gives τ₀^s Γ(s/β)/β. Hence

⟨τ^s⟩ = τ₀^s Γ(s/β)/[βΓ(s)] = τ₀^s Γ(1+s/β)/Γ(1+s).

The example has β = 0.4, τ₀ = 10 s and ΔI = 0.30 A. These are round model parameters. Half recovery requires (t/τ₀)^β = ln 2, so

t_half = 10 s × (0.6931)^2.5 = 4.00 s.

The mean time is

τ_mean = 10 s × Γ(3.5) = 10 s × 3.323 = 33.2 s.

The charge missing from the drain current over the whole recovery is

∫₀^∞ [I∞ − I(t)] dt = ΔI τ_mean = 0.30 A × 33.23 s = 9.97 C.

This is a time-integrated current deficit. It is not the charge held in the traps, since a trapped electron can block many electrons from passing while it stays.

The first 10 s reduce the deficit to exp(−1) = 0.368 of its initial value, and the current reaches 0.690 A. At 100 s the remaining fraction is exp(−10^0.4) = 0.081 and the current is 0.776 A. At 1000 s the fraction is 0.0018 and the current is 0.7995 A.

Another average must be kept apart from τ_mean. If time is weighted by the remaining deficit, its mean is

∫₀^∞ tφ dt/∫₀^∞ φ dt = ⟨τ²⟩/⟨τ⟩ = τ₀ Γ(2/β)/Γ(1/β).

In the example this is 10 s × Γ(5)/Γ(2.5) = 181 s. For one exponential both averages equal its lifetime. Here the second is larger because it favours the slow traps once more.

## Second derivation: competing escape channels

The recovering current is I(t) = I∞ − ΔI φ(t), where ΔI is the initial deficit and φ is the remaining fraction. Traps empty independently at rates k = 1/τ, and averages ⟨…⟩ are weighted by each trap's contribution to the deficit. Inversion of φ(t) = exp[−(t/τ₀)^β], with 0 < β < 1, gave a positive density p(k), a mean time τ₀Γ(1+1/β) and the moments ⟨τ^s⟩ = τ₀^s Γ(1+s/β)/Γ(1+s). With k in units of 1/τ₀, the density also has the contour form p(k) = (1/2πi)∫exp(kz − z^β) dz, taken upwards along a vertical line to the right of zero. The example has β = 0.4, τ₀ = 10 s, ΔI = 0.30 A and τ_mean = 33.2 s.

The same law can be built from a mechanism. Suppose that a trapped electron has many possible exits, such as transfers to different empty sites from which it quickly returns to the channel. The first exit is assumed to end its effect on the current. A transfer to a site where the electron stays and still depletes the channel would not count as an exit. Exit i has a partial rate xᵢ. The exits act independently, so the probability that none has been used by time t is

Πᵢ exp(−xᵢt) = exp(−kt), k = Σᵢ xᵢ.

Each trap therefore still empties exponentially. Its total rate differs from that of its neighbours because its surroundings differ. Let the number of exits with partial rates between x and x + dx be a Poisson variable of mean λ(x)dx, independent for separate intervals. Assume that a trap's weight in the current is unrelated to its exits, and that there are enough traps for their weighted sum to equal the average over surroundings.

Take first only exits with x > ε. Their mean number is M = ∫_ε^∞ λ(x) dx, taken to be finite. Given that there are N exits, their rates are independent with density λ(x)/M. The average survival is

⟨exp(−kt)⟩ = Σ_N exp(−M) (M^N/N!) [(1/M) ∫_ε^∞ λ(x) exp(−xt) dx]^N
= exp{−∫_ε^∞ [1 − exp(−xt)] λ(x) dx}.

The sum is the series of an exponential, and the term M in its exponent has been written as the integral of λ.

Now choose

λ(x) = C x^(−1−β), 0 < β < 1,

and let ε → 0. The number of weak exits becomes infinite, but the mean of their summed rates below any fixed x₁ is

∫₀^x₁ xλ(x) dx = C x₁^(1−β)/(1−β),

which is finite. The number of exits above x₁ has the finite mean Cx₁^(−β)/β. The total rate is thus finite with probability one. As ε falls, exits are only added, so exp(−kt) decreases towards its limit and its average does the same. With y = xt,

∫₀^∞ [1 − exp(−xt)] C x^(−1−β) dx = C t^β ∫₀^∞ [1 − exp(−y)] y^(−1−β) dy.

Integrate by parts, using −y^(−β)/β as the integral of y^(−1−β). The boundary term vanishes at zero, where it behaves as y^(1−β), and at infinity, where it behaves as y^(−β). The remaining integral is

(1/β) ∫₀^∞ y^(−β) exp(−y) dy = Γ(1−β)/β.

Choosing

C = β/[Γ(1−β)τ₀^β]

makes the average survival exp[−(t/τ₀)^β]. Positivity needs no separate proof, because p(k) is the distribution of a sum of positive random rates.

The mean time also follows without an integral over k. Let T be the random emission time of a trap taken from the ensemble. The probability that T exceeds t is the average survival exp[−(t/τ₀)^β]. Hence the random variable H = (T/τ₀)^β exceeds a given value h with probability exp(−h), and its density at h is exp(−h). Since T = τ₀H^(1/β),

⟨T⟩ = τ₀ ∫₀^∞ h^(1/β) exp(−h) dh = τ₀ Γ(1+1/β).

At fixed k the mean emission time is 1/k, so this is again ⟨τ⟩ = τ_mean.

The two derivations give the same rate distribution. To see this, put q = exp(−k), which lies between 0 and 1. Equal recovery laws at t = 0, 1, 2, … mean equal averages of 1, q, q², …, hence of every polynomial. Polynomials approximate every continuous function on this interval uniformly, so all such averages agree and the distributions coincide.

A simple geometry produces the required power. Let sites be scattered at random with density ρ in d dimensions, and let the transfer rate over distance R be x₀(R₀/R)^m. If V_d is the volume of the unit ball, the mean number of exits faster than x is

ρV_dR₀^d (x₀/x)^(d/m).

Minus its derivative with respect to x is λ(x), proportional to x^(−1−d/m). Thus β = d/m, provided m > d. An inverse sixth power in three dimensions gives β = 1/2. The power law in distance is an assumption here. Direct tunnelling, whose rate falls exponentially with distance, gives λ(x) proportional to [ln(x_c/x)]^(d−1)/x below its largest rate x_c, and therefore no exact stretched exponential. Its recovery exponent grows roughly as [ln(x_c t)]^d, so the local stretching exponent is about d/ln(x_c t) and drifts only slowly. For d = 3 and x_c = 10¹² s⁻¹ it stays near 0.1 from 0.1 s to 1000 s. Over such a window the curve can pass for a stretched exponential with small β, so a good fit does not exclude tunnelling. The example does not assume a particular transfer mechanism.

The fast end of the distribution can be read from the contour form. Fold the line onto the two sides of the negative real axis, where z = −u. The powers z^β on the two sides are u^β exp(±iπβ), and their difference gives

p(k) = (1/π) ∫₀^∞ exp(−ku − u^β cos πβ) sin(u^β sin πβ) du.

For large k only small u matter, and the leading term of the sine is u^β sin πβ. With Γ(β)Γ(1−β) = π/sin πβ,

p(k) ≈ (sin πβ/π) Γ(1+β) k^(−1−β) = β k^(−1−β)/Γ(1−β).

This equals λ(k) in the same units. To leading order, the density of very fast traps is the density of single very fast exits.

This tail makes the mean rate infinite. Correspondingly, the ideal recovery has an infinite slope at t = 0, which no device with a largest emission rate can have. If traps faster than K are absent, integration of the tail gives the missing weight

W ≈ (Kτ₀)^(−β)/Γ(1−β).

For K = 10⁵ s⁻¹ the example gives 10^(−2.4)/Γ(0.6) = 0.0027. Numerical integration of p(k) gives the same value to the digits shown. The lost exponentials would have contributed at most W exp(−Kt), so beyond about 1/K = 10 μs the remaining deficit is almost unaffected, although the much smaller part already recovered by then changes noticeably. Renormalizing the remaining weights raises the curve by the factor 1/(1−W), or about 0.3 %.

The slow end controls the mean. The share of τ_mean that arises after time t is

(1/τ_mean) ∫_t^∞ φ(t′) dt′ = Γ(1/β, (t/τ₀)^β)/Γ(1/β),

by the substitution u = (t′/τ₀)^β. Here Γ(v, x) is the integral of u^(v−1)exp(−u) from x to infinity. At 100 s the deficit has fallen to 8 % of its initial value, but 41 % of the mean time is still to come. Integrating the deficit up to 100 s, even with I∞ known, would give 0.587 × 33.2 s = 19.5 s. After 1000 s the missing share is 2.7 %.

A coarse set of lifetimes shows where this late share comes from. Replace the integral over ln k by a sum with one level per decade, with weight kp(k) ln 10 at each level, and evaluate p(k) by numerical integration over θ. The levels with weights above 0.001 are:

1000 s: 0.0023
100 s: 0.2580
10 s: 0.3778
1 s: 0.2105
0.1 s: 0.0927
0.01 s: 0.0382
0.001 s: 0.0154
10⁻⁴ s: 0.0062
10⁻⁵ s: 0.0025

These weights add to slightly more than one, because a sum with such wide steps only approximates the integral and has not been renormalized. The products of weight and lifetime add to 32.1 s, close to τ_mean, and the 100 s level supplies 25.8 s of this. About a quarter of the initial deficit thus supplies most of the mean time, while the faster levels bring the half-recovery time of the ladder down to 4.2 s, close to the 4.0 s of the continuous distribution.

The sum over all levels of this ladder differs from the stretched exponential by at most 0.018 of the initial deficit on a grid of times from 0.1 s to 1000 s. With one level per factor e in lifetime, the largest difference on that grid is 2.9 × 10⁻⁵. A close fit over four decades of time is therefore no proof that the lifetimes are continuous.

The distribution can also be read as a spread of activation energies. Suppose that all traps share a prefactor ν and that

τ = ν⁻¹ exp(E/k_BT), so E = k_BT ln(ντ).

The moments ⟨τ^s⟩ are finite for s > −β, and their formula continues analytically to s = 0. Using ln Γ(1+s) = −γs + π²s²/12 + …, where γ = 0.5772 is Euler's constant,

ln⟨τ^s⟩ = s[ln τ₀ − γ(1/β−1)] + (s²/2)(π²/6)(1/β²−1) + ….

The coefficient of s is the mean of ln τ, and the coefficient of s²/2 is its variance. Hence

⟨E⟩ = k_BT [ln(ντ₀) − γ(1/β−1)],

σ_E = k_BT (π/√6) √(1/β²−1).

At 300 K, k_BT = 0.02585 eV. With the chosen prefactor ν = 10¹² s⁻¹,

⟨E⟩ = 0.02585 eV × (29.93 − 0.87) = 0.75 eV,

σ_E = 0.02585 eV × 1.283 × 2.291 = 0.076 eV.

A tenfold change of ν shifts the mean by k_BT ln 10 = 0.06 eV and leaves the spread unchanged. This modest energy spread corresponds to lifetimes that cover about four decades for the central 90 % of the weight.

Both derivations assume first-order emission without recapture, a deficit linear in trapped charge, and fixed temperature and bias. If emptying one trap changes the field at another, the rates vary during recovery and neither derivation applies as it stands.

Beyond this common ground, the inversion assumes the recovery law and finds the weights. It needs no microscopic model, gives p(k) explicitly, and allows the weights to include any relation between a trap's rate and its effect on the current. It leaves β and τ₀ unexplained.

The channel derivation assumes a cause and finds the law. It ties β to the power in λ(x) and τ₀ to the density of exits. In return it needs independent exits, a current weight unrelated to them, and a power law over the relevant range of rates. If exits slower than x_min are absent, their finite mean number M = (x_minτ₀)^(−β)/Γ(1−β) leaves a fraction exp(−M) of traps with no exit. The deficit then levels off at that fraction instead of vanishing.

The energy reading and the channel reading can share the same p(k) at one temperature, apart from rates above ν, which would need negative activation energies and have negligible weight in the example. A recovery curve measured at that temperature can determine β and τ₀ if it extends well beyond τ₀ or if I∞ is known independently. A noisy record that ends near τ₀, with I∞ left free, fixes τ₀ only poorly. Even a complete curve cannot decide between the two causes.

Numerical values quoted here were computed with a short program.
